# How gap narrowing under pressure lowers the resistivity of intrinsic silicon: a numerical check

```python
"""Hydrostatic pressure and the resistivity of intrinsic silicon.

Result under test: at fixed temperature T, with fixed mobilities and masses,
    (1/rho) d rho/dP = (dEg/dP) / (2 k T)   (about -27 percent per GPa at 300 K)
rho: resistivity, P: pressure, Eg: band gap, k: Boltzmann constant.
The reference side integrates the density of states with Fermi-Dirac occupation
and solves charge neutrality numerically. Material parameters are rough values.
Energies in eV, pressures in GPa, densities in cm^-3, mobilities in cm2/Vs.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

K_EV = const.k / const.e
T_ROOM = 300.0
GAP_ROOM = 1.12              # eV
GAP_PER_GPA = -0.014         # eV/GPa
GAP_PER_K = -0.00027         # eV/K, local linear slope
MASS_N, MASS_P = 1.09, 1.15  # density-of-states masses / free electron mass
MU_N, MU_P = 1400.0, 450.0   # at 300 K
MU_POWER = 2.4               # mobility varies as T**(-MU_POWER)
BULK_MODULUS = 98.0          # GPa
EXPANSION = 7.8e-6           # volume expansion, 1/K
HEAT_CAPACITY = 1.63e6       # constant pressure, per volume, J/(m3 K)

Y = np.linspace(0.0, 8.0, 801)   # square root of (band energy / kT)


def gap_at(temp):
    return GAP_ROOM + GAP_PER_K * (temp - T_ROOM)


def band_density(mass, eta, temp):
    """Integral of density of states times Fermi-Dirac occupation."""
    dos = (2 * mass * const.m_e / const.hbar**2)**1.5 / (2 * np.pi**2)
    integrand = 2 * Y**2 / (1 + np.exp(Y**2 - eta))
    return 1e-6 * dos * (const.k * temp)**1.5 * np.trapezoid(integrand, Y) \
        if hasattr(np, "trapezoid") else \
        1e-6 * dos * (const.k * temp)**1.5 * np.trapz(integrand, Y)


def solve_crystal(pressure=0.0, temp=T_ROOM, donors=0.0, share=0.5,
                  mass_scale=1.0):
    """Return n, p, resistivity (ohm cm), and reduced electron Fermi level.
    share: fraction of the gap shift carried by the conduction edge."""
    kt = K_EV * temp
    shift = GAP_PER_GPA * pressure
    e_c = gap_at(temp) + share * shift
    e_v = -(1 - share) * shift

    def carriers(fermi):
        return (band_density(MASS_N * mass_scale, (fermi - e_c) / kt, temp),
                band_density(MASS_P * mass_scale, (e_v - fermi) / kt, temp))

    def charge(fermi):
        n, p = carriers(fermi)
        return n - p - donors

    fermi = brentq(charge, e_v, e_c, xtol=1e-15, rtol=1e-14)
    n, p = carriers(fermi)
    mobility_factor = (temp / T_ROOM)**(-MU_POWER)
    sigma = const.e * mobility_factor * (n * MU_N + p * MU_P)
    return n, p, 1 / sigma, (fermi - e_c) / kt


def numeric_slope(**options):
    h = 1e-3
    rho_up = solve_crystal(pressure=h, **options)[2]
    rho_down = solve_crystal(pressure=-h, **options)[2]
    return (rho_up - rho_down) / (2 * h * solve_crystal(**options)[2])


def intrinsic_density(temp):
    """Closed Boltzmann formula."""
    n_c, n_v = [2e-6 * (2 * np.pi * m * const.m_e * const.k * temp
                        / const.h**2)**1.5 for m in (MASS_N, MASS_P)]
    return np.sqrt(n_c * n_v) * np.exp(-gap_at(temp) / (2 * K_EV * temp))


def slope_formula(temp=T_ROOM):
    return GAP_PER_GPA / (2 * K_EV * temp)


def doping_factor(donors, temp=T_ROOM):
    """d ln(conductivity) / d ln(intrinsic density); acceptors: donors < 0."""
    ni = intrinsic_density(temp)
    root = np.sqrt(donors**2 / 4 + ni**2)
    majority = abs(donors) / 2 + root
    minority = ni**2 / majority
    n, p = (majority, minority) if donors >= 0 else (minority, majority)
    b = MU_N / MU_P
    return 2 * ni**2 * (b + 1) / ((n + p) * (b * n + p))


# Intrinsic density and main slope, with any sharing of the gap shift
n0, p0, rho0, eta0 = solve_crystal()
ni0 = intrinsic_density(T_ROOM)
slope0 = slope_formula()
assert abs(n0 / ni0 - 1) < 1e-7 and abs(p0 / ni0 - 1) < 1e-7
for part in (0.0, 0.5, 1.0, 2.5):
    assert abs(numeric_slope(share=part) - slope0) < 1e-6
assert abs(100 * slope0 + 27) < 0.5

# Finite pressures
pressures = (0.01, 0.1, 0.5, 1.0)
rhos = [solve_crystal(pressure=x)[2] for x in pressures]
for x, rho in zip(pressures, rhos):
    assert abs(rho / rho0 - np.exp(slope0 * x)) < 1e-7

# Residual doping, both signs
donor_list = (1e9, 1e10, 1e11, 1e12)
for doping in donor_list + tuple(-d for d in donor_list):
    expected = slope0 * doping_factor(doping)
    assert abs(numeric_slope(donors=doping) - expected) < 1e-6

# Temperature at which intrinsic density is ten times a 1e12 donor density
pure_donors = 1e12
t_hot = brentq(lambda t: intrinsic_density(t) / (10 * pure_donors) - 1,
               300.0, 700.0)
hot_slope = numeric_slope(temp=t_hot, donors=pure_donors)
assert abs(hot_slope - slope_formula(t_hot)
           * doping_factor(pure_donors, t_hot)) < 1e-6

# Temperature coefficient of resistivity
gap_extrapolated = GAP_ROOM - T_ROOM * GAP_PER_K
temp_coeff = (-1.5 / T_ROOM - gap_extrapolated / (2 * K_EV * T_ROOM**2)
              + MU_POWER / T_ROOM)
dt = 0.01
temp_numeric = np.log(solve_crystal(temp=T_ROOM + dt)[2]
                      / solve_crystal(temp=T_ROOM - dt)[2]) / (2 * dt)
assert abs(temp_numeric - temp_coeff) < 1e-6

# Adiabatic warming identity, tested on a model Gibbs function
t, p = sp.symbols("t p", positive=True)
gibbs = p * (1 + t / 50 + 3 * t**2 / 100) - p**2 / 20 - 2 * t * sp.log(t)
entropy, volume = -sp.diff(gibbs, t), sp.diff(gibbs, p)
alpha_model = sp.diff(volume, t) / volume
heat_model = t * sp.diff(entropy, t) / volume
identity = float((t * alpha_model / heat_model).subs({t: 1, p: 1}))
entropy_function = sp.lambdify((t, p), entropy, "math")
s_ref = entropy_function(1.0, 1.0)
step = 1e-3
t_up, t_down = [brentq(lambda x: entropy_function(x, q) - s_ref, 0.5, 1.5,
                       xtol=1e-14) for q in (1 + step, 1 - step)]
assert abs((t_up - t_down) / (2 * step) - identity) < 1e-6
warming = T_ROOM * EXPANSION / HEAT_CAPACITY * 1e9   # K/GPa
adiabatic_slope = slope0 + temp_coeff * warming
h = 1e-3
adiabatic_numeric = np.log(
    solve_crystal(pressure=h, temp=T_ROOM + h * warming)[2]
    / solve_crystal(pressure=-h, temp=T_ROOM - h * warming)[2]) / (2 * h)
assert abs(adiabatic_numeric - adiabatic_slope) < 1e-6

# Both masses growing by one percent
mass_effect = np.log(solve_crystal(mass_scale=1.01)[2] / rho0)
assert abs(mass_effect + 1.5 * np.log(1.01)) < 1e-7

# Bar geometry: resistance = resistivity * length / area
length_scale = (1 - h / BULK_MODULUS)**(1 / 3)
geometry_numeric = (length_scale / length_scale**2 - 1) / h
geometry = 1 / (3 * BULK_MODULUS)
assert abs(geometry_numeric / geometry - 1) < 1e-4

mobility_change = 0.05      # assumed rough size of fractional change per GPa
mobility_effect = -np.log(1 - mobility_change)
coefficient_effect = 0.001 / (2 * K_EV * T_ROOM)

print(f"temperature: {T_ROOM:.0f} K")
print(f"thermal energy kT: {1e3 * K_EV * T_ROOM:.2f} meV")
print(f"gap at zero pressure (rough): {GAP_ROOM:.2f} eV")
print(f"gap pressure coefficient: {1e3 * GAP_PER_GPA:.1f} meV/GPa")
print(f"density-of-states masses n, p (rough): {MASS_N}, {MASS_P} m_e")
print(f"mobilities n, p (rough): {MU_N:.0f}, {MU_P:.0f} cm2/Vs")
print(f"intrinsic density: {ni0:.3e} cm^-3")
print(f"resistivity at zero pressure: {rho0:.3e} ohm cm")
print(f"initial slope, formula: {100 * slope0:.2f} percent/GPa")
print(f"initial slope, numerical: {100 * numeric_slope():.2f} percent/GPa")
for x, rho in zip(pressures, rhos):
    print(f"at {x:.2f} GPa: resistivity {rho:.3e} ohm cm, "
          f"change {100 * (rho / rho0 - 1):.2f} percent")
for doping in donor_list:
    print(f"slope with donors {doping:.0e} cm^-3: "
          f"{100 * numeric_slope(donors=doping):.3f} percent/GPa")
print(f"gap temperature slope (rough): {1e3 * GAP_PER_K:.2f} meV/K")
print(f"temperature where n_i = 10 x 1e12 cm^-3: {t_hot:.0f} K")
print(f"slope there with 1e12 cm^-3 donors: {100 * hot_slope:.1f} percent/GPa")
print(f"mobility temperature exponent (rough): {-MU_POWER:.1f}")
print(f"resistivity change on warming: {100 * temp_coeff:.2f} percent/K")
print(f"volume expansion (rough): {EXPANSION:.1e} 1/K")
print(f"heat capacity (rough): {HEAT_CAPACITY / 1e6:.2f} J/(cm3 K)")
print(f"adiabatic warming: {warming:.2f} K/GPa")
print(f"initial slope if adiabatic: {100 * adiabatic_slope:.1f} percent/GPa")
print(f"assumed mobility fall: {100 * mobility_change:.0f} percent at 1 GPa")
print(f"its effect on ln(resistivity): {mobility_effect:+.3f}")
print(f"both masses up 1 percent: resistivity {100 * mass_effect:+.2f} percent")
print(f"bulk modulus (rough): {BULK_MODULUS:.0f} GPa")
print(f"extra slope of bar resistance: {100 * geometry:+.2f} percent/GPa")
print(f"Boltzmann factor at conduction edge: {np.exp(eta0):.1e}")
print(f"slope shift per 1 meV/GPa: {100 * coefficient_effect:.2f} percent/GPa")
print("no test failed")
```

It prints:

```
temperature: 300 K
thermal energy kT: 25.85 meV
gap at zero pressure (rough): 1.12 eV
gap pressure coefficient: -14.0 meV/GPa
density-of-states masses n, p (rough): 1.09, 1.15 m_e
mobilities n, p (rough): 1400, 450 cm2/Vs
intrinsic density: 1.163e+10 cm^-3
resistivity at zero pressure: 2.901e+05 ohm cm
initial slope, formula: -27.08 percent/GPa
initial slope, numerical: -27.08 percent/GPa
at 0.01 GPa: resistivity 2.893e+05 ohm cm, change -0.27 percent
at 0.10 GPa: resistivity 2.823e+05 ohm cm, change -2.67 percent
at 0.50 GPa: resistivity 2.534e+05 ohm cm, change -12.66 percent
at 1.00 GPa: resistivity 2.213e+05 ohm cm, change -23.72 percent
slope with donors 1e+09 cm^-3: -26.444 percent/GPa
slope with donors 1e+10 cm^-3: -19.000 percent/GPa
slope with donors 1e+11 cm^-3: -0.926 percent/GPa
slope with donors 1e+12 cm^-3: -0.010 percent/GPa
gap temperature slope (rough): -0.27 meV/K
temperature where n_i = 10 x 1e12 cm^-3: 411 K
slope there with 1e12 cm^-3 donors: -19.2 percent/GPa
mobility temperature exponent (rough): -2.4
resistivity change on warming: -7.44 percent/K
volume expansion (rough): 7.8e-06 1/K
heat capacity (rough): 1.63 J/(cm3 K)
adiabatic warming: 1.44 K/GPa
initial slope if adiabatic: -37.8 percent/GPa
assumed mobility fall: 5 percent at 1 GPa
its effect on ln(resistivity): +0.051
both masses up 1 percent: resistivity -1.49 percent
bulk modulus (rough): 98 GPa
extra slope of bar resistance: +0.34 percent/GPa
Boltzmann factor at conduction edge: 4.1e-10
slope shift per 1 meV/GPa: 1.93 percent/GPa
no test failed
```
